# The second Hohenberg–Kohn theorem

**Theorem.** Fix the number of electrons $N$ and their repulsion $\hat W$. Call a density $n$ $v$-representable if it is the density of a normalized ground state $\Psi'$ of $\hat T+\hat W+\sum_i v'(\mathbf r_i)$ for some potential $v'$. Let $v$ be a potential with ground-state energy $E_0[v]$, and let $n$ be $v$-representable with $\int |v|\,n\,d^3r$ finite. Then:

(a) $F[n]=\langle\Psi'|\hat T+\hat W|\Psi'\rangle$ depends on $n$ alone, not on the choice of $v'$ or $\Psi'$;

(b) $E_v[n]\equiv F[n]+\int v\,n\,d^3r\ \ge\ E_0[v]$;

(c) equality holds exactly when $n$ is a ground-state density of $v$. If that ground state is nondegenerate, its density $n_0$ is the only minimizer.

## Assumptions and conventions

The algebra uses atomic units, $\hbar=m_e=e^2/4\pi\epsilon_0=1$. The Hamiltonian is $\hat H_v=\hat T+\hat W+\hat V$ with $\hat T=-\tfrac12\sum_i\nabla_i^2$, $\hat W=\sum_{i<j}1/|\mathbf r_i-\mathbf r_j|$ and $\hat V=\sum_i v(\mathbf r_i)$. The potential is local and independent of spin, and there is no magnetic field. Wave functions are antisymmetric in the space-spin coordinates and normalized. The density is
$$n(\mathbf r)=N\sum_{\sigma_1\dots\sigma_N}\int|\Psi(\mathbf r\sigma_1,\mathbf r_2\sigma_2,\dots,\mathbf r_N\sigma_N)|^2\,d^3r_2\cdots d^3r_N,\qquad \int n\,d^3r=N .$$
Every $\hat H_v$ considered is bounded below and has a normalized ground state, and every ground state has finite $\langle \hat T\rangle$, $\langle\hat W\rangle$ and $\int|v'|n$ in its own potential $v'$.

## Lemmas and proof

**Lemma 1 (Rayleigh–Ritz).** For normalized $\Psi$ of finite energy, $\langle\Psi|\hat H_v|\Psi\rangle\ge E_0$, with equality only if $\Psi$ is a ground state.

*Proof.* Expand $\Psi=\sum_k c_k\Phi_k$ in orthonormal eigenstates with energies $E_k\ge E_0$; where the spectrum is continuous the sum includes an integral, and nothing else changes. Orthonormality gives $\sum_k|c_k|^2=1$ and $\langle \hat H_v\rangle=\sum_k|c_k|^2E_k$, so
$$\langle\Psi|\hat H_v|\Psi\rangle-E_0=\sum_k|c_k|^2(E_k-E_0).$$
Each term is non-negative. The sum vanishes only if $c_k=0$ whenever $E_k>E_0$, and then $\Psi$ is a combination of ground states, hence a ground state. $\square$

**Lemma 2.** If $\Psi$ has density $n$, then $\langle\Psi|\hat V|\Psi\rangle=\int v\,n\,d^3r$.

*Proof.* Antisymmetry makes $|\Psi|^2$ symmetric under exchange of coordinates. Renaming the integration variables $i\leftrightarrow1$ turns $\langle v(\mathbf r_i)\rangle$ into $\langle v(\mathbf r_1)\rangle$, so $\langle\hat V\rangle=N\langle v(\mathbf r_1)\rangle$. Doing all spin sums and all integrals except that over $\mathbf r_1$ first, the factor $N$ included, produces $n(\mathbf r_1)$ by definition. $\square$

**Proof of (a).** Let $\Psi_1$ and $\Psi_2$ be ground states of $v_1$ and $v_2$ with the same density $n$, and put $F_i=\langle\Psi_i|\hat T+\hat W|\Psi_i\rangle$. Lemma 2 gives $E_0[v_1]=F_1+\int v_1n$. Lemma 1 with $\Psi_2$ as trial state in $\hat H_{v_1}$, followed by Lemma 2, gives
$$F_1+\int v_1n=E_0[v_1]\le\langle\Psi_2|\hat H_{v_1}|\Psi_2\rangle=F_2+\int v_1n .$$
The finite number $\int v_1n$ is the same on both sides because the densities are equal, and it cancels: $F_1\le F_2$. Exchanging the labels gives $F_2\le F_1$, so $F_1=F_2$. $\square$

**Proof of (b).** Let $\Psi'$ be a ground state of some $v'$ with density $n$. By (a) and Lemma 2,
$$E_v[n]=\langle\Psi'|\hat T+\hat W|\Psi'\rangle+\langle\Psi'|\hat V|\Psi'\rangle=\langle\Psi'|\hat H_v|\Psi'\rangle ,$$
and Lemma 1 bounds the right side below by $E_0[v]$. $\square$

**Proof of (c).** If $E_v[n]=E_0[v]$, the equality clause of Lemma 1 makes $\Psi'$ a ground state of $\hat H_v$, so $n$ is a ground-state density of $v$. Conversely, let $n$ be the density of a ground state $\Psi_0$ of $v$. Part (a) allows $\Psi_0$ to be used for $F[n]$, so $E_v[n]=\langle\Psi_0|\hat H_v|\Psi_0\rangle=E_0[v]$. A nondegenerate $\Psi_0$ is fixed up to a phase, which drops out of $|\Psi_0|^2$. $\square$

**Remark 1.** The proof does not use the first Hohenberg–Kohn theorem, that $n$ fixes $v'$ up to a constant. It needs only that the number $F$ is fixed by $n$. Since $F$ contains no reference to the target $v$, one functional serves every system of $N$ electrons.

**Remark 2.** Any antisymmetric $\Psi$ of finite energy with the $v$-representable density $n$ obeys $\langle\Psi|\hat T+\hat W|\Psi\rangle=\langle\Psi|\hat H_{v'}|\Psi\rangle-\int v'n\ge E_0[v']-\int v'n=F[n]$. So $F[n]$ is the least kinetic plus repulsion energy compatible with the density $n$.

**Remark 3.** The theorem compares values on the set of $v$-representable densities. It does not say that a small change of $n$ stays in that set, so it does not by itself justify a functional derivative of $F$. If the systems compared were allowed to differ also in a vector potential, its coupling energy would involve the current, which $n$ does not fix, so the cancellation in (a) would fail; one fixed vector potential common to all systems can be counted as part of $\hat T$, and the proofs then stand with an $F$ that depends on it. Because $\hat T$, $\hat W$ and $\hat V$ commute with $\hat S_z$, all proofs hold unchanged when "ground state" means the lowest state at a fixed $S_z$.

## The harmonic family

Take $v_\omega=\tfrac12\omega^2r^2$, write $k=\omega^2$, and let $E(\omega)$, $\Psi_\omega$, $n_\omega$ be the ground-state energy, state and density, unique in the cases below up to a phase and, for one electron, the spin direction, neither of which affects the density. Every $n_\omega$ is $v$-representable by construction. With $M(\omega)=\int r^2n_\omega\,d^3r$, Lemma 2 gives $F[n_\omega]=E(\omega)-\tfrac12\omega^2M$, and in the target well $v_0=v_{\omega_0}$
$$E_{v_0}[n_\omega]=E(\omega)+\tfrac12(\omega_0^2-\omega^2)M(\omega).\tag{1}$$

**Lemma 3.** $M$ decreases strictly with $k$.

*Proof.* For two members, (b) and (1) give $E_1\le E_2+\tfrac12(k_1-k_2)M_2$ and $E_2\le E_1+\tfrac12(k_2-k_1)M_1$. In the sum the energies cancel and $(k_1-k_2)(M_1-M_2)\le0$ remains. Equality in the sum forces equality in both parts, and then by the proof of (c) $\Psi_2$ is a ground state of both Hamiltonians. Subtracting the two eigenvalue equations gives $[\tfrac12(k_1-k_2)\sum_ir_i^2-(E_1-E_2)]\Psi_2=0$. For $k_1\ne k_2$ the bracket vanishes at most on a sphere in $3N$ dimensions, which has no volume, so $\Psi_2$ could not be normalized. $\square$

**Lemma 4.** Where $E$ and $M$ are differentiable, $dE/dk=M/2$, and
$$\frac{d}{d\omega}E_{v_0}[n_\omega]=\tfrac12(\omega_0^2-\omega^2)M'(\omega),\qquad \frac{d^2}{d\omega^2}E_{v_0}[n_\omega]\Big|_{\omega_0}=-\omega_0M'(\omega_0).\tag{2}$$

*Proof.* Fix a member $k_1$ and vary the target $k$. By (b) and (c), $g(k)=F_1+\tfrac12kM_1-E(k)$ is non-negative and vanishes at $k_1$. Its derivative vanishes at this minimum, so $dE/dk=M_1/2$, the Hellmann–Feynman relation. Then $dE/d\omega=2\omega\cdot M/2=\omega M$. Differentiating (1) gives $\omega M-\omega M+\tfrac12(\omega_0^2-\omega^2)M'$. A second derivative gives $-\omega M'+\tfrac12(\omega_0^2-\omega^2)M''$, whose last term vanishes at $\omega_0$ for finite $M''$. $\square$

Lemma 3 gives $M'\le0$, so by (2) the trial energy does not rise on the way up to $\omega_0$ and does not fall beyond it.

### One electron

For one coordinate, the product rule gives $(-\partial_x+\omega x)(\partial_x+\omega x)f=-f''+\omega^2x^2f-\omega f$. Integrating by parts and adding the three coordinates,
$$\langle\psi|-\tfrac12\nabla^2+\tfrac12\omega^2r^2|\psi\rangle=\tfrac32\omega+\tfrac12\sum_{j=1}^3\int|(\partial_j+\omega x_j)\psi|^2d^3r .$$
The minimum $E=3\omega/2$ is reached only when all three $(\partial_j+\omega x_j)\psi$ vanish, that is for $\psi\propto e^{-\omega r^2/2}$. The spin direction is free but does not affect the density. From $\int e^{-ar^2}d^3r=(\pi/a)^{3/2}$ and its derivative in $a$, $\int r^2e^{-ar^2}d^3r=\tfrac{3}{2a}(\pi/a)^{3/2}$, follow
$$n_\omega=(\omega/\pi)^{3/2}e^{-\omega r^2},\qquad M=\frac{3}{2\omega},\qquad F=\tfrac32\omega-\tfrac12\omega^2\frac{3}{2\omega}=\tfrac34\omega .$$
Therefore $E_{v_0}[n_\omega]=\tfrac34(\omega+\omega_0^2/\omega)$, and over the common denominator $4\omega$
$$E_{v_0}[n_\omega]-\tfrac32\omega_0=\frac{3(\omega^2+\omega_0^2-2\omega\omega_0)}{4\omega}=\frac{3(\omega-\omega_0)^2}{4\omega}\ge0 .$$
A density that is too narrow pays in kinetic energy and one that is too wide pays in potential energy. The two terms trade places under $\omega\to\omega_0^2/\omega$. For $\hbar\omega_0=10$ eV, $E_0=15$ eV; the density with $\hbar\omega=5$ eV gives $3.75+15=18.75$ eV and that with $\hbar\omega=20$ eV gives $15+3.75=18.75$ eV.

### Two interacting electrons

This model is Hooke's atom. Put $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, so $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$; the Jacobian per Cartesian component has magnitude $|1\cdot(-\tfrac12)-\tfrac12\cdot1|=1$. The chain rule gives $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$. Cross terms cancel in the sums of squares: $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2$ and $r_1^2+r_2^2=2R^2+r^2/2$. Hence
$$\hat H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right].$$
The eigenstates are products, and the energies add.

*Centre of mass.* The first bracket is one half of $-\tfrac12\nabla^2+\tfrac12(2\omega)^2R^2$, so the one-electron results apply with $\omega\to2\omega$ and energies halved: energy $\tfrac32\omega$, kinetic energy $\tfrac34\omega$, $|\Phi|^2=(2\omega/\pi)^{3/2}e^{-2\omega R^2}$, $\langle R^2\rangle=3/(4\omega)$.

*Relative motion.* With $\chi=r^{-1}u(r)Y_{lm}$, $u(0)=0$ and $\int_0^\infty u^2dr=1$, the identity $\nabla^2\chi=r^{-1}[u''-l(l+1)u/r^2]Y_{lm}$ gives
$$-u''+\Big[\tfrac14\omega^2r^2+\frac1r+\frac{l(l+1)}{r^2}\Big]u=\varepsilon u.\tag{3}$$
The lowest $u$ for some $l$, used as a trial function for a smaller $l$, has a smaller centrifugal energy and the same other terms, so by Lemma 1 the lowest level rises strictly with $l$. Two solutions of (3) with the same $l$ and $\varepsilon$ have $(u_1u_2'-u_2u_1')'=0$; the constant is zero because both vanish at the origin, so they are proportional. The lowest level therefore has $l=0$ and a single spatial state. Exchange sends $\mathbf r\to-\mathbf r$ and multiplies $Y_{lm}$ by $(-1)^l$, so this state is symmetric in space and takes the spin singlet. The ground state is nondegenerate, with $E=\tfrac32\omega+\varepsilon$. Integrating $-uu''$ by parts,
$$T=\tfrac34\omega+\int_0^\infty u'^2dr,\qquad W=\int_0^\infty\frac{u^2}{r}dr,\qquad F=T+W.\tag{4}$$

*Density.* Hold $\mathbf r_1=\mathbf x$ and integrate over $\mathbf r$, so that $\mathbf R=\mathbf x-\mathbf r/2$ and $R^2=x^2+r^2/4-xr\mu$, with $\mu$ the cosine of the angle between $\mathbf x$ and $\mathbf r$. Since $|\chi|^2d^3r=u^2dr\,d\Omega/4\pi$, the angular average needed is
$$\tfrac12\int_{-1}^{1}e^{2\omega xr\mu}d\mu=\frac{e^{2\omega xr}-e^{-2\omega xr}}{4\omega xr}.$$
Combining the exponents through $x^2+r^2/4\mp xr=(x\mp r/2)^2$,
$$n_\omega(x)=2\Big(\frac{2\omega}{\pi}\Big)^{3/2}\int_0^\infty u^2\,\frac{e^{-2\omega(x-r/2)^2}-e^{-2\omega(x+r/2)^2}}{4\omega xr}\,dr.\tag{5}$$
Lemma 2 with $v=r^2$ gives a second route to the moment, $M=\langle2R^2+r^2/2\rangle=3/(2\omega)+\tfrac12\int r^2u^2dr$. Because $F>\tfrac34\omega$ and $M>3/(2\omega)$, the trial energy grows without limit as $\omega\to\infty$ and as $\omega\to0$.

*Virial relation.* The normalized state $\lambda^{3}\Psi_\omega(\lambda\mathbf r_1,\lambda\mathbf r_2)$ has, by a change of variables, energy $\lambda^2T+\lambda W+\lambda^{-2}V$ with $V=\tfrac12\omega^2M$. Lemma 1 puts the minimum at $\lambda=1$, where the derivative vanishes: $2T+W=2V$.

**Lemma 5.** If $u_0>0$ for $r>0$, vanishes at both ends and solves $-cu_0''+Uu_0=\varepsilon u_0$ with $c>0$, then $\varepsilon$ is the lowest level.

*Proof.* Write any trial function as $u=fu_0$. Then $u'^2=f'^2u_0^2+(f^2)'u_0u_0'+f^2u_0'^2$. Integrating the middle term by parts, with vanishing boundary terms, gives $-f^2(u_0'^2+u_0u_0'')$, so $\int u'^2=\int f'^2u_0^2-\int f^2u_0u_0''$. Inserting $cu_0''=(U-\varepsilon)u_0$ yields $\int[cu'^2+(U-\varepsilon)u^2]=c\int f'^2u_0^2\ge0$. $\square$

*Exact case $\omega=\tfrac12$.* Try $u=pg$ with $p=r+r^2/2$ and $g=e^{-r^2/8}$. Then $p'=1+r$, $p''=1$, $g'=-\tfrac r4g$, $g''=(\tfrac{r^2}{16}-\tfrac14)g$, and $u''=[1-\tfrac r2(1+r)+p(\tfrac{r^2}{16}-\tfrac14)]g$. In (3) with $l=0$ the $r^2/16$ terms cancel and $p/r=1+r/2$, leaving
$$\Big[-1+\frac r2+\frac{r^2}2+\frac p4+1+\frac r2\Big]g=\Big[p+\frac p4\Big]g=\tfrac54u .$$
By Lemma 5, $\varepsilon=\tfrac54$ is lowest and $E=\tfrac34+\tfrac54=2$ hartree. At other frequencies (3) is solved numerically. At this one, $\hbar\omega=13.6057$ eV, the numerical and the symbolic $\varepsilon$ both read $34.01423$ eV.

## Worked example

The target has the round model value $\hbar\omega_0=10$ eV, with spring constant $k_0=m_e\omega_0^2=13.1234$ eV/Å$^2$, so $\int v_0n=\tfrac12k_0M$. The numerical check solves (3) in a polynomial basis, takes $F$ from (4), and takes $M$ by quadrature of the density (5). It finds $\varepsilon=26.4664$ eV, so $E_0=15+26.4664=41.4664$ eV $=1.523862$ hartree.

| $\hbar\omega$/eV | $F$/eV | $M$/Å$^2$ | $\int v_0n$/eV | $E_{v_0}$/eV |
|---|---|---|---|---|
| 5.0 | 13.0248 | 5.9258 | 38.8831 | 51.9079 |
| 7.5 | 18.2513 | 3.7942 | 24.8966 | 43.1479 |
| 10.0 | 23.2634 | 2.7741 | 18.2030 | 41.4664 |
| 12.5 | 28.1348 | 2.1797 | 14.3024 | 42.4372 |
| 15.0 | 32.9046 | 1.7918 | 11.7571 | 44.6616 |
| 20.0 | 42.2255 | 1.3177 | 8.6461 | 50.8716 |

At $\hbar\omega=15$ eV, $F=T+W=20.0023+12.9023=32.9046$ eV and $\int v_0n=\tfrac12\times13.1234\times1.7918=11.757$ eV. The sum, $44.662$ eV, lies $3.195$ eV above $E_0$. At $\hbar\omega=10$ eV, $23.2634+18.2030=41.4664$ eV reproduces $E_0$, as (c) requires, and the virial relation reads $2\times13.1426+10.1208=36.4060=2\times18.2030$ eV. For 40 frequencies between $0.2\omega_0$ and $5\omega_0$ the program tests the strict bound, the decrease of $M$, the normalization of (5), the two routes to $M$, the virial relation, and $F$ from (4) against $E-\int v_\omega n_\omega$. A numerical minimization over the same range returns $\hbar\omega=10.000$ eV.

Lemma 4 is tested by finite differences: $dE/dk=1.38706$ Å$^2$ equals $M/2$, and at $\hbar\omega=15$ eV both sides of the slope formula give $1.05057$. With $\hbar\omega$ in eV as variable, $k=k_0(\omega/\omega_0)^2$ turns the curvature in (2) into $-(k_0/\hbar\omega_0)\,dM/d(\hbar\omega)$. With $dM/d(\hbar\omega)=-0.30074$ Å$^2$/eV this is $1.31234\times0.30074=0.3947$ eV$^{-1}$, the value found directly. The parabola predicts an excess of $\tfrac12\times0.3947\times2.5^2=1.23$ eV at $7.5$ and at $12.5$ eV, while the computed excesses are $1.68$ and $0.97$ eV. The lopsidedness has the direction that (2) gives: $M$ falls by $1.02$ Å$^2$ from $7.5$ to $10$ eV and by only $0.59$ Å$^2$ from $10$ to $12.5$ eV, which outweighs the larger $|\omega_0^2-\omega^2|$ on the upper side. The one-electron symmetry $\omega\to\omega_0^2/\omega$ is lost, $51.91$ against $50.87$ eV.

The separation of variables is tested by diagonalizing the unseparated Hamiltonian in a finite Gaussian basis (full configuration interaction, FCI, with 5s4p2d1f functions). A finite basis supplies trial states, so by Lemma 1 its energy cannot lie below $E_0$. It gives $41.4858$ eV, $0.019$ eV above the separated value, and $M=2.7768$ Å$^2$, about $0.1\%$ above $2.7741$ Å$^2$.

## Targets outside the family

Let the target be an atom with a clamped point nucleus, $v=-Z/r$, without relativity. No $n_\omega$ is its ground-state density. If one were, $\Psi_\omega$ would be an eigenstate of both Hamiltonians as in Lemma 3, and $\sum_i(\tfrac12\omega^2r_i^2+Z/r_i)$ would be constant wherever $\Psi_\omega\neq0$. At fixed other coordinates this condition is a cubic equation for $r_1$ with at most three roots, so it holds on a set of no volume. By (c) the bound is strict for every $\omega$.

*Hydrogen.* For $u=re^{-r}$, $u''=(r-2)e^{-r}$ and $-\tfrac12u''-u/r=-\tfrac12u$. Lemma 5, with the ordering in $l$ shown above, gives $E_0=-\tfrac12$ hartree $=-13.6057$ eV. For the Gaussian, $\int n_\omega/r\,d^3r=(\omega/\pi)^{3/2}\,4\pi/(2\omega)=2\sqrt{\omega/\pi}$, using $\int_0^\infty re^{-\omega r^2}dr=1/(2\omega)$. So $E_v[n_\omega]=\tfrac34\omega-2\sqrt{\omega/\pi}$. The derivative $\tfrac34-1/\sqrt{\pi\omega}$ vanishes at $\omega=16/(9\pi)$, where $\sqrt{\omega/\pi}=4/(3\pi)$ and $E_v=\tfrac{4}{3\pi}-\tfrac{8}{3\pi}=-\tfrac{4}{3\pi}$. This is $-11.5489$ eV at $\hbar\omega=15.398$ eV, above $E_0$ by $2.0568$ eV, or $15\%$ of $|E_0|$.

*Helium.* The values of $F$ computed for the wells are reused unchanged, which is what (a) permits, and $E_v[n_\omega]=F[n_\omega]-2\int n_\omega/x\,d^3x$. The numerical minimum lies at $\hbar\omega=46.13$ eV, where $88.541-151.118=-62.577$ eV. FCI in the cc-pVQZ basis gives $-78.979$ eV $=-2.90241$ hartree, which is an upper bound to $E_0$. This value is not converged in the basis: cc-pV5Z lowers it by $0.020$ eV, and an explicitly correlated expansion lowers it by $0.035$ eV, to $-79.014$ eV. The best family member therefore lies at least $16.402$ eV above $E_0$. The theorem fixes the sign of this excess and says nothing about its size, which depends on how closely the family can approach the true density.

## Where the conditions matter

**Remark 4 (particle number).** Lemma 1 compares states of the same $N$. The one-electron density with the one-electron $F$ gives $15.0000$ eV in the target well, below the two-electron $E_0=41.4664$ eV, without contradiction.

**Remark 5 (approximate $F$).** The proof of (b) rests on $F[n]$ being an expectation value in an actual state. The spin-polarized Thomas–Fermi functional shows what can happen otherwise. In a periodic box of volume $\Omega$, plane waves have one state of a given spin per volume $(2\pi)^3/\Omega$ of $\mathbf q$-space. Filling a large sphere of radius $q_F$ gives
$$n=\frac{4\pi q_F^3/3}{(2\pi)^3}=\frac{q_F^3}{6\pi^2},\qquad \frac T\Omega=\frac{1}{(2\pi)^3}\int_0^{q_F}\frac{q^2}2\,4\pi q^2dq=\frac{q_F^5}{20\pi^2}.$$
Eliminating $q_F$ gives $T/\Omega=(6\pi^2n)^{5/3}/20\pi^2=c\,n^{5/3}$ with $c=\tfrac3{10}(6\pi^2)^{2/3}=4.5578$ atomic units; an explicit sum over 113081 plane waves returns the same figure. The approximation applies this locally, $T_{\rm TF}=c\int n^{5/3}d^3r$. For the one-electron Gaussian,
$$\int n_\omega^{5/3}d^3r=\Big(\frac\omega\pi\Big)^{5/2}\Big(\frac{3\pi}{5\omega}\Big)^{3/2}=\frac\omega\pi\Big(\frac35\Big)^{3/2},$$
so $T_{\rm TF}=a\omega$ with $a=c(3/5)^{3/2}/\pi=0.6743$ in place of the exact $\tfrac34$. The trial energy $a\omega+\tfrac34\omega_0^2/\omega$ is stationary where $a=\tfrac34\omega_0^2/\omega^2$, at $\omega=\omega_0\sqrt{3/(4a)}$. Both terms equal $\tfrac12\sqrt{3a}\,\omega_0$ there, so the minimum within the Gaussian family is $\sqrt{3a}\,\omega_0$. This is $14.2225$ eV at $\hbar\omega=10.547$ eV, which is $0.7775$ eV below the exact $15$ eV and at the wrong density. With an approximate functional the energy can fall below $E_0$, and a lower energy does not guarantee a better density.

**Remark 6 (degeneracy).** For two parallel spins, $S_z=1$, the spatial state is antisymmetric, so $l$ is odd and $l=1$ is lowest, with three values of $m$. Equation (3) with $l=1$, together with the centre-of-mass energy $\tfrac32\hbar\omega_0=15$ eV, places the total energy of this level at $48.3320$ eV, $6.8656$ eV above the singlet. Among the three degenerate FCI states are two with $\int z^2n\,d^3r=0.8284$ and $1.7233$ Å$^2$, hence with different densities, and $\langle\hat T+\hat W\rangle+\int v_0n=48.3358$ eV for both, $0.004$ eV above the level because the finite basis supplies only trial states. For the exact states, $z_1^2+z_2^2=2Z^2+z^2/2$, with $Z$ and $z$ the $z$ components of $\mathbf R$ and $\mathbf r$, gives $\int z^2n\,d^3r=1/(2\omega_0)+\tfrac12\langle\cos^2\theta\rangle\int r^2u^2dr$, with $\langle\cos^2\theta\rangle=\tfrac35$ for $m=0$ and $\tfrac15$ for $m=\pm1$. Their densities therefore differ, and by (c) $F+\int v_0n$ equals the level, $48.3320$ eV, for each. In this sector (a) and (b) stand, and the minimum is reached by more than one density, as (c) allows.

## Computed results

```
hartree = 27.2114 eV, bohr = 0.52918 A
target: hbar w0 = 10.000 eV, k0 = 13.1234 eV/A^2
N=1: E0 = 15.0000 eV
N=1, hw = 5 eV: F = 3.7500 eV, int v0 n = 15.0000 eV, E_v0 = 18.7500 eV
N=1, hw = 20 eV: F = 15.0000 eV, int v0 n = 3.7500 eV, E_v0 = 18.7500 eV
exact case hw = 13.6057 eV: eps symbolic = 34.01423 eV, solver = 34.01423 eV, E = 54.42277 eV
N=2: E0 = 41.4664 eV = 1.523862 hartree, eps_rel = 26.4664 eV
hw/eV   T/eV     W/eV     F/eV     M/A^2   int v0 n/eV  E_v0/eV  excess/eV
  5.0   6.4167   6.6081  13.0248   5.9258   38.8831    51.9079  10.4415
  7.5   9.7574   8.4939  18.2513   3.7942   24.8966    43.1479   1.6815
 10.0  13.1426  10.1208  23.2634   2.7741   18.2030    41.4664   0.0000
 12.5  16.5600  11.5748  28.1348   2.1797   14.3024    42.4372   0.9708
 15.0  20.0023  12.9023  32.9046   1.7918   11.7571    44.6616   3.1952
 20.0  26.9431  15.2824  42.2255   1.3177    8.6461    50.8716   9.4052
numerical minimum: hw = 10.000 eV, E_v0 = 41.4664 eV
dE/dk = 1.38706 A^2, M/2 = 1.38706 A^2
slope at hw = 15.0 eV: direct 1.05057, formula 1.05057 (eV/eV)
dM/d(hw) at w0 = -0.30074 A^2/eV
curvature at w0: direct 0.3947 1/eV, formula 0.3947 1/eV
FCI (5s4p2d1f): E0 = 41.4858 eV, M = 2.7768 A^2, triplet = 48.3358 eV
separated: triplet l=1 level = 48.3320 eV, gap = 6.8656 eV
parallel spins: int z^2 n = 0.8284 A^2, F + int v n = 48.3358 eV
parallel spins: int z^2 n = 1.7233 A^2, F + int v n = 48.3358 eV
H: E0 = -13.6057 eV, family minimum = -11.5489 eV at hw = 15.398 eV, excess = 2.0568 eV
He: FCI/cc-pVQZ = -78.979 eV = -2.90241 hartree
He family minimum at hw = 46.13 eV: F = 88.541 eV, int v n = -151.118 eV
He family minimum = -62.577 eV, above FCI by 16.402 eV
wrong N: N=1 density gives 15.0000 eV, N=2 E0 = 41.4664 eV
TF constant (atomic units): formula 4.5578, sum over 113081 waves 4.5578
TF on Gaussian: a = 0.6743 (dimensionless)
TF N=1 minimum = 14.2225 eV at hw = 10.547 eV, below E0 by 0.7775 eV
```
